# Corrugation of Close-Packed Metals in the s-Wave Theory of Tunnelling Microscopy

## Result

An s-wave tip has its centre at height $z$ above the nuclei of a hexagonal metal layer with nearest-neighbour distance $a$. The peak-to-valley corrugation at constant current is

$$\Delta(z)=\frac{9}{2\kappa}\,e^{-\gamma z}\left[1-\frac{q_*}{2\kappa^2 z}+O(z^{-2})\right],\qquad \gamma=2(q_*-\kappa),\tag{1}$$

$$q_*=\sqrt{\kappa^2+\tfrac{G^2}{4}},\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar},\qquad G=\frac{4\pi}{\sqrt3\,a}.$$

Here $\phi$ is the height of a flat vacuum barrier above the Fermi level and $G$ is the length of the shortest surface reciprocal vectors. The result holds for low bias, for s orbitals on the surface atoms, and for Bloch states of the whole surface zone contributing equally at the Fermi level, with the dependence of their normalization on wavevector neglected. The expansion needs $q_*/(2\kappa^2z)\ll1$, and the contour is linearized, which needs $e^{-\gamma z}\ll1$.

For $a=0.29$ nm, $\phi=5$ eV and $z=0.6$ nm the leading term is 0.53 pm and the corrected value is 0.47 pm. Atomic corrugations observed on close-packed metals depend on the tip and its height, and can reach 10 pm or more. Within this model the s-wave prediction at 0.6 nm is too small for such images by more than a factor of ten.

## The current measures the density at the tip centre

At low bias $V$ and low temperature, the golden rule gives

$$I=\frac{2\pi e^2V}{\hbar}\sum_{\mu\nu}|M_{\mu\nu}|^2\,\delta(E_\mu-E_F)\,\delta(E_\nu-E_F),$$

where $\mu$ labels tip states and $\nu$ sample states. Bardeen's matrix element is, up to a phase, $\hbar^2/2m$ times the integral of $\chi\nabla\psi-\psi\nabla\chi$ over a plane in the gap. Here $\psi$ is the sample state and $\chi$ the tip state, taken real.

In the barrier $\nabla^2\psi=\kappa^2\psi$. An s-wave tip has the tail $\chi\propto e^{-\kappa r}/r$, with $r$ measured from the tip centre $\mathbf r_0$. Continued to its centre, this tail obeys $\nabla^2\chi=\kappa^2\chi-4\pi\delta(\mathbf r-\mathbf r_0)$. Apply Green's theorem to the half-space above the plane, with both functions continued there as vacuum tails:

$$\int(\chi\nabla^2\psi-\psi\nabla^2\chi)\,d^3r=\int\left[\chi\kappa^2\psi-\psi\kappa^2\chi+4\pi\psi\,\delta(\mathbf r-\mathbf r_0)\right]d^3r=4\pi\psi(\mathbf r_0).$$

The distant surfaces contribute nothing because the tails decay, so the left side is the integral over the plane, up to the sign fixed by its normal. Hence $|M|^2\propto|\psi(\mathbf r_0)|^2$, and the current follows the sample's Fermi-level density at the tip centre. A constant-current image is a contour of that density.

## Why the harmonic decays at the rate $\gamma$

Let $\mathbf x$ be the position in the surface plane. A Bloch state with surface wavevector $\mathbf k$ is a sum of waves $e^{i\mathbf p\cdot\mathbf x-q(p)z}$, with $\mathbf p=\mathbf k+\mathbf g$ and $\mathbf g$ a reciprocal vector. Inserting one wave into $\nabla^2\psi=\kappa^2\psi$ gives $q^2-p^2=\kappa^2$, so

$$q(p)=\sqrt{\kappa^2+p^2}.$$

The density harmonic $e^{i\mathbf G\cdot\mathbf x}$ comes from products of waves $\mathbf p$ and $\mathbf p+\mathbf G$, which decay at the rate $q(|\mathbf p|)+q(|\mathbf p+\mathbf G|)$. These are the lengths of the three-component vectors $(\kappa,-\mathbf p)$ and $(\kappa,\mathbf p+\mathbf G)$, whose sum is $(2\kappa,\mathbf G)$. By the triangle inequality

$$q(|\mathbf p|)+q(|\mathbf p+\mathbf G|)\ \ge\ \sqrt{4\kappa^2+G^2}=2q_*,$$

with equality at $\mathbf p=-\mathbf G/2$. The slowest part of the harmonic thus comes from states at the zone boundary.

The mean density has products of a wave with itself. They decay at $2q(p)$, which is smallest, $2\kappa$, at the zone centre. If both kinds of state are present, the relative harmonic decays at $2q_*-2\kappa=\gamma$.

Two limits show the role of the period:

- For $G\ll2\kappa$, expanding the root gives $\gamma\approx G^2/4\kappa$, so long periods survive far into the vacuum.
- For $G\gg2\kappa$, $\gamma\approx G-2\kappa$.

A close-packed metal lies between them, with $G/2$ close to $\kappa$.

## The prefactor and its first correction

Take Bloch sums $\psi_{\mathbf k}=N^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\varphi(\mathbf r-\mathbf R)$ of orbitals with tails $\varphi=e^{-\kappa r}/r$, and neglect the dependence of their normalization on $\mathbf k$. This is a real approximation: if the orbitals equal these tails everywhere, normalizing each Bloch state raises the corrugation at 0.6 nm by about 17% for the values of $a$ and $\phi$ used here. The increase grows with height, from 15% at 0.5 nm toward 34% at large $z$, so it changes the leading prefactor. At 0.6 nm it is larger than the $1/z$ correction derived below and opposite in sign. With equal weight for all $N$ wavevectors,

$$\sum_{\mathbf k}|\psi_{\mathbf k}|^2=\frac1N\sum_{\mathbf R\mathbf R'}\varphi(\mathbf r-\mathbf R)\varphi(\mathbf r-\mathbf R')\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}=\sum_{\mathbf R}\varphi^2(\mathbf r-\mathbf R),$$

because the last sum over $\mathbf k$ is $N\delta_{\mathbf R\mathbf R'}$. The density is a sum of atomic terms $e^{-2\kappa r}/r^2$.

Its harmonic $\rho_g$ is the plane Fourier transform of one such term, divided by the cell area $A$. First write

$$\frac{e^{-2\kappa r}}{r^2}=\int_{2\kappa}^{\infty}\frac{e^{-sr}}{r}\,ds.$$

Let $F(z)$ be the plane transform of $e^{-sr}/r$. Since $(\nabla^2-s^2)e^{-sr}/r=-4\pi\delta(\mathbf r)$, it obeys $F''-(s^2+g^2)F=-4\pi\delta(z)$. The decaying solution is $Ce^{-Q|z|}$ with $Q=\sqrt{s^2+g^2}$. Its slope jumps by $-2QC$ at $z=0$, which must equal $-4\pi$, so $C=2\pi/Q$.

Changing variable from $s$ to $Q$, with $ds=Q\,dQ/s$ and $s=\sqrt{Q^2-g^2}$, gives

$$\rho_g(z)=\frac{2\pi}{A}\int_{Q_g}^{\infty}\frac{e^{-Qz}}{\sqrt{Q^2-g^2}}\,dQ,\qquad Q_g=\sqrt{4\kappa^2+g^2}.$$

At large $z$ the lower end dominates. Put $Q=Q_g+t$. Then $Q^2-g^2=4\kappa^2+2Q_gt+t^2$, and to first order in $t$

$$\frac1{\sqrt{Q^2-g^2}}=\frac1{2\kappa}\left(1-\frac{Q_gt}{4\kappa^2}+\dots\right).$$

With $\int_0^\infty e^{-tz}dt=1/z$ and $\int_0^\infty te^{-tz}dt=1/z^2$,

$$\rho_g(z)=\frac{2\pi}{A}\,\frac{e^{-Q_gz}}{2\kappa z}\left[1-\frac{Q_g}{4\kappa^2z}+O(z^{-2})\right].\tag{2}$$

For $g=G$ we have $Q_G=2q_*$, and for $g=0$ we have $Q_0=2\kappa$. The factors $1/(2\kappa z)$ cancel in the ratio:

$$R(z)\equiv\frac{\rho_G}{\rho_0}=e^{-\gamma z}\left[1-\frac{\gamma}{4\kappa^2z}+O(z^{-2})\right].\tag{3}$$

The leading prefactor is one when $z$ is measured from the nuclei.

## From density to corrugation

Six reciprocal vectors have length $G$, namely $\pm\mathbf b_1$, $\pm\mathbf b_2$ and $\pm(\mathbf b_1+\mathbf b_2)$. With $\alpha=\mathbf b_1\cdot\mathbf x$ and $\beta=\mathbf b_2\cdot\mathbf x$, the density is $\rho=\rho_0(1+RS)$, where

$$S=2[\cos\alpha+\cos\beta+\cos(\alpha+\beta)]=\left|1+e^{i\alpha}+e^{i(\alpha+\beta)}\right|^2-3.$$

So $S$ lies between $-3$ and $6$. It is 6 above an atom. It is $-3$ above a threefold hollow, where $\alpha=\beta=2\pi/3$ and each cosine is $-\tfrac12$.

Let the contour pass at height $z$ above an atom and $z-\Delta$ above a hollow. Equal densities require

$$\ln\rho_0(z)+\ln[1+6R(z)]=\ln\rho_0(z-\Delta)+\ln[1-3R(z-\Delta)].$$

To first order in the small quantities $R$ and $\Delta$ this is $9R=\lambda\Delta$, with $\lambda=-d\ln\rho_0/dz$. From (2) with $g=0$, $\ln\rho_0=-2\kappa z-\ln z+\text{const}+O(1/\kappa z)$, so $\lambda=2\kappa+1/z+O(z^{-2})$ and

$$\frac1\lambda=\frac1{2\kappa}\left[1-\frac1{2\kappa z}+O(z^{-2})\right].$$

Multiplying by (3), the two corrections add:

$$\frac1{2\kappa z}+\frac{\gamma}{4\kappa^2z}=\frac{2\kappa+\gamma}{4\kappa^2z}=\frac{2q_*}{4\kappa^2z}=\frac{q_*}{2\kappa^2z},$$

which is (1). The correction lowers the corrugation for two reasons: the mean density falls faster than $e^{-2\kappa z}$, and the relative harmonic is slightly below $e^{-\gamma z}$.

The next reciprocal vectors have length $\sqrt3G$. Their relative amplitude decays at $2(\sqrt{\kappa^2+3G^2/4}-\kappa)$, which is more than twice $\gamma$ for the numbers below, so they are dropped.

## Numbers for a close-packed metal

The rough values $a=0.29$ nm and $\phi=5$ eV give $\kappa=11.46$ nm$^{-1}$ and $G=25.02$ nm$^{-1}$. Then $q_*=16.96$ nm$^{-1}$ and $\gamma=11.01$ nm$^{-1}$. At $z=0.6$ nm,

$$\Delta_{\rm lead}=392.8\ \text{pm}\times1.35\times10^{-3}=0.53\ \text{pm}=0.0053\ \text{Å}.$$

The correction is

$$\frac{q_*}{2\kappa^2z}=\frac{16.96}{2\times11.46^2\times0.6}=0.108,$$

so $\Delta=0.530\times0.892=0.473$ pm. A direct sum over the atoms, with the contour equation solved without linearization, gives 0.484 pm.

| $z$ (nm) | leading (pm) | with correction (pm) | lattice sum (pm) |
|---|---|---|---|
| 0.5 | 1.595 | 1.389 | 1.434 |
| 0.6 | 0.530 | 0.473 | 0.484 |
| 0.7 | 0.176 | 0.160 | 0.163 |
| 0.8 | 0.059 | 0.054 | 0.055 |

Relative to the lattice sum, the leading term is about 11% high at 0.5 nm and 7% high at 0.8 nm. The corrected formula is about 3% low at 0.5 nm and 2% low at 0.6 nm. The extra digits serve this comparison; as a prediction for a metal, one digit is already generous.

The small value comes from the exponential, since the length $9/(2\kappa)$ is nearly 0.4 nm. To reach 10 pm in the lattice sum, the s-wave tip centre must come down to 0.32 nm. That is close to the nearest-neighbour distance, where treating tip and sample as unperturbed is no longer justified.

## A second case: widely spaced rows

Keep $\phi$, the height above the top atoms and the 0.29 nm spacing along a row, but place the rows 0.80 nm apart and count only these top rows. Now $G_{\rm row}=7.85$ nm$^{-1}$ and $\gamma_{\rm row}=1.31$ nm$^{-1}$. There are two vectors $\pm\mathbf G_{\rm row}$, so the harmonic is $2R\cos(G_{\rm row}x)$, with a span of $4R$. The linear estimate is $(2/\kappa)e^{-\gamma_{\rm row}z}=80$ pm, while the lattice sum gives 117 pm between an atom and the trough point level with it, 241 times the close-packed value (118 pm to the trough point midway between atoms along the row).

The linear estimate is rough here because $2R\approx2e^{-1.31\times0.6}=0.91$ is not small. The first harmonic then nearly cancels the mean in the trough, and the higher harmonics matter: keeping two gives 111 pm and keeping three gives 117 pm. The conclusion that s-wave theory gives tiny corrugation thus belongs to short periods, not to metal surfaces in general.

## When the decay law changes

Equation (1) depends on which states are present at the Fermi level.

**Zone-centre states alone.** For $\mathbf k=0$ the plane transform of $\varphi$ gives wave amplitudes proportional to $e^{-q(g)z}/q(g)$. With $q_G=\sqrt{\kappa^2+G^2}$, the amplitude at $G$ relative to that at zero is $(\kappa/q_G)e^{-(q_G-\kappa)z}$. In $|\psi|^2$ the harmonic arises from two cross terms, so to leading order $R=2(\kappa/q_G)e^{-(q_G-\kappa)z}$. The mean falls at $2\kappa$, and

$$\Delta_{\rm centre}=\frac{9R}{2\kappa}=\frac9{q_G}e^{-(q_G-\kappa)z}.$$

The decay rate is now 16.06 nm$^{-1}$ instead of 11.01, and at 0.6 nm the corrugation is 0.021 pm, in agreement with the coherent lattice sum.

**A zone-boundary state alone.** At $\mathbf k=\mathbf G/2$ the two leading waves $e^{\pm i\mathbf G\cdot\mathbf x/2}$ have equal amplitudes and equal decay. The density is proportional to $e^{-2q_*z}(1+\cos\mathbf G\cdot\mathbf x)$. The relative harmonic is $\tfrac12$ at every height where these two waves dominate; the lattice sum gives 0.500 at both 0.6 and 0.8 nm. The state has nodes, so its density vanishes along lines and the linearized contour fails. Symmetry brings in the three equivalent zone-boundary points. Their summed density is proportional to $3+S/2$, which runs from $1.5$ to $6$ and gives a corrugation near $\ln4/(2q_*)\approx41$ pm, almost independent of height. A surface whose Fermi-level states all lie close to the zone boundary can therefore show a large corrugation in s-wave theory despite a short period.

## Other tip orbitals

Differentiating the s tail with respect to $\mathbf r_0$ produces other tip orbitals, and the matrix element is differentiated in the same way.

A $p_z$ tail is $\kappa^{-1}\partial_{z_0}\chi$. On a wave $e^{-qz_0}$ it gives a factor of magnitude $q/\kappa$.

For $d_{z^2}$ use $(3/2\kappa^2)(\partial_{z_0}^2-\kappa^2/3)$. Away from the centre, $\partial_z^2\chi=\chi''\cos^2\theta+(\chi'/r)\sin^2\theta$ and $\kappa^2\chi=\chi''+2\chi'/r$. Therefore

$$\left(\partial_z^2-\frac{\kappa^2}{3}\right)\chi=\left(\chi''-\frac{\chi'}r\right)\left(\cos^2\theta-\frac13\right),$$

which has the $d_{z^2}$ angular form. The wave factor is $(3q^2/\kappa^2-1)/2$.

Both factors equal one in magnitude at $q=\kappa$, where the mean originates. The harmonic originates at $q=q_*$ in both waves, so at large $z$ it gains the square of the factor: 2.19 for $p_z$ and 7.78 for $d_{z^2}$. At 0.6 nm the lattice sums give 0.97 pm and 2.62 pm, which are 2.0 and 5.4 times the s-wave value. Both gains are still below their large-$z$ limits, that of $d_{z^2}$ by about 30%.

## Comparison with a real surface

The parameters are rough values in the regime of Au(111), taken without its reconstruction, and the tip height is a plausible tunnelling distance. Real gold does not weight the surface zone equally; for example, it has a surface state near the zone centre. If only states exactly at the zone centre counted, the result would fall from 0.48 to 0.021 pm; a ring of s-orbital states with Fermi wavevector 1.7 nm$^{-1}$, roughly that of the gold surface state, gives 0.029 pm. These values assume s orbitals. The real surface state has substantial $p_z$ character, and $p_z$ orbitals give 0.051 pm at the zone centre and 0.066 pm on that ring. A $d_{z^2}$ tip moves it the other way, to 2.6 pm, still below the rough observed scale.

The barrier is not flat either. An electron midway between two conducting planes a distance $d$ apart has image charges of alternating sign at distances $nd$ on both sides. Its energy is half the interaction with them:

$$U=\frac12\cdot2\sum_{n=1}^{\infty}\frac{(-1)^n e^2}{4\pi\varepsilon_0nd}=-\frac{e^2\ln2}{4\pi\varepsilon_0d}.$$

Place each image plane half a layer spacing (0.237 nm between layers) outside its nuclei, with the same offset for the tip. Then $d=0.363$ nm and $U=-2.75$ eV. Applying the reduced barrier of 2.25 eV to the whole path changes the leading estimate from 0.53 to 0.13 pm. This shows the direction of the effect, not its size. The classical image law is crude at such a gap. The mid-gap value understates the lowering elsewhere between the image planes, but here it is also applied to the 0.237 nm of path behind them. A WKB estimate with the position-dependent image barrier between the planes and 5 eV outside gives 0.27 pm, and the value depends strongly on the potential assumed behind the planes. The corrugation falls because a smaller $\kappa$ makes $\gamma$ larger, which here outweighs the larger factor $1/\kappa$.

Lowering the barrier by 0.1 eV, the scale of a 0.1 V bias, changes the leading estimate by $-3.4\%$. Lowering it by the thermal energy at 300 K changes it by $-0.9\%$.

Displacement of atoms by tip forces and multiple scattering between tip and sample are not included. The estimate shows that an s-wave tip over an unperturbed, uniformly weighted layer does not account for 10 pm at 0.6 nm. It does not determine which omitted effect supplies the difference in a given experiment. The numerical output below lists most of the computed values; the corrected corrugations in the table follow from them through (1).

## Table of computed values

```
nearest-neighbour distance a = 0.29 nm
barrier height = 5.0 eV
main tip height z = 0.60 nm
kappa = 11.46 1/nm
G = 25.02 1/nm
sqrt(kappa^2 + G^2/4) = 16.96 1/nm
gamma = 11.01 1/nm
kappa*z at main height = 6.87
gamma*z at main height = 6.61
exp(-gamma z) at main height = 1.350e-03
9/(2 kappa) = 392.8 pm
harmonic prefactor at main height = 0.976
z = 0.5 nm: leading formula 1.595 pm, lattice sum 1.434 pm
z = 0.6 nm: leading formula 0.530 pm, lattice sum 0.484 pm
z = 0.7 nm: leading formula 0.176 pm, lattice sum 0.163 pm
z = 0.8 nm: leading formula 0.059 pm, lattice sum 0.055 pm
main result, leading formula = 0.530 pm = 0.00530 angstrom
chosen target corrugation = 10 pm
height where s tip gives target = 0.320 nm
row spacing = 0.80 nm
row G = 7.85 1/nm
row gamma = 1.31 1/nm
row corrugation, one-harmonic formula = 79.6 pm
row corrugation, lattice sum = 116.8 pm
row / close-packed, lattice sums = 241
p_z tip: large-z gain = 2.19
p_z tip: lattice-sum corrugation = 0.97 pm
d_z2 tip: large-z gain = 7.78
d_z2 tip: lattice-sum corrugation = 2.62 pm
zone-centre only: q_G = 27.52 1/nm
zone-centre only: relative decay = 16.06 1/nm
zone-centre only: formula = 0.0214 pm
zone-centre only: lattice sum = 0.0214 pm
zone-boundary only: relative harmonic at 0.6 nm = 0.500
zone-boundary only: relative harmonic at 0.8 nm = 0.500
layer spacing = 0.237 nm
gap between image planes = 0.363 nm
image lowering at mid-gap = 2.75 eV
barrier with image lowering = 2.25 eV
corrugation with lowered barrier = 0.132 pm
bias = 0.10 V
corrugation change, barrier lower by e*bias = -3.4 %
temperature = 300 K
thermal energy = 0.0259 eV
corrugation change, barrier lower by kT = -0.9 %
```
